Budden absorption of a right-hand wave launched from the low-field side

**What goes wrong**

A microwave beam enters a magnetized plasma from the side where the field is weak and travels towards electron cyclotron resonance. In a very thin plasma the absorbed fraction is proportional to density. Suppose that law is used to choose a density. For a 2.45 GHz source with a field gradient length of 20 cm, it predicts an absorbed fraction of 2.2 at 5.0×10⁹ cm⁻³, which is impossible. The value found below is 0.10, and it falls further as density rises. The wave meets a cutoff before it meets the resonance, and the density that strengthens the resonance also thickens the barrier in front of it.

The result has conditions: propagation along the field, a linear field, uniform density, cold electrons, linear response and one pass. With weak collisions the absorbed fraction of right-hand power then cannot exceed 1/4. Collisions of finite strength raise that ceiling by a factor found below.

**The wave equation**

Let the static field point along +x and increase with x. All wave fields vary as exp(−iωt), so exp(+ik₀x) travels towards +x, with k₀ = ω/c. The electron charge is −e, the cyclotron frequency is Ω = eB/m, and ν is the collision rate. Ions are held fixed.

For a right-hand wave E_z = iE_y, which rotates in the electron sense. The transverse electron equation is

(ν − iω)v_y = −(e/m)E_y − Ωv_z.

The velocity rotates with the field, so v_z = iv_y and

[ν + i(Ω − ω)]v_y = −(e/m)E_y.

The current is J = −n_e e v, with n_e the electron density. Let ωp² = n_e e²/(ε₀m). Then

n² = 1 + iJ/(ε₀ωE)
= 1 + (ωp²/ω)/(Ω − ω − iν).

Take Ω = ω(1 + x/L), so that Ω − ω = ωx/L. Define

s = k₀x, η = k₀L ωp²/ω², δ = Lν/c.

Multiplying numerator and denominator of the plasma term by k₀L/ω gives n² = 1 + η/(s − iδ). Maxwell's equations for a transverse field depending on x alone give d²E/dx² + k₀²n²E = 0, hence

E″ + [1 + η/(s − iδ)]E = 0,

where a prime is d/ds. This is the Budden equation. For δ → 0 the resonance is at s = 0 and the cutoff, n² = 0, is at s = −η. A wave from the low-field side, s = −∞, meets the cutoff first. Between the two points n² < 0.

Let P = Im(E*E′), which is proportional to the power flux. Since Im(E′*E′) = 0,

dP/ds = Im(E*E″) = −ηδ|E|²/(s² + δ²).

As δ → 0, δ/(s² + δ²) tends to π times a delta function. The flux therefore drops at the resonance by

ΔP = πη|E(0)|².

Collisions provide the loss, but its total stays finite as they become weak. A wave a·exp(±is) carries flux ±|a|², so R, T and A below are ratios of squared amplitudes, with A = 1 − R − T.

**Simple case: a thin plasma**

For η ≪ 1, treat the plasma term as a small source driven by the incident wave exp(is). The outgoing Green function of E″ + E is exp(i|s − s′|)/(2i); its slope jumps by 1 at s = s′. Since −1/(2i) = i/2, the reflected amplitude is

b = (i/2) ∫ η exp(2is)/(s − iδ) ds.

The exponential decays in the upper half-plane, where the pole lies, so the integral is 2πiη exp(−2δ) and

b = −πη exp(−2δ).

The forward correction contains no exponential. Taken between symmetric limits, its integral is iπη, and the transmitted amplitude is 1 − πη/2. To leading order,

T ≈ 1 − πη, R ≈ (πη)² exp(−4δ), A ≈ πη.

For incidence from the high-field side the reflection integral contains exp(−2is). It closes in the lower half-plane, where there is no pole, and vanishes. The asymmetry between the two launches is thus already present at this order. The law A ≈ πη passes 1 at η = 1/π, so a solution for arbitrary η is needed.

**General case: an outgoing solution**

Take δ → 0 first. The pole then sits just above the real axis, so a solution known at s > 0 must be continued to s < 0 along a path passing below s = 0. Put

z = −2is, κ = iη/2.

Then d²/ds² = −4d²/dz² and η/s = −4κ/z. The equation becomes

d²E/dz² = (1/4 − κ/z)E.

Try E = z exp(−z/2) I(z)/Γ(1 − κ). Two differentiations of z exp(−z/2)I give

exp(−z/2)[zI″ + (2 − z)I′ − I + zI/4],

where primes on I are d/dz. Equating this to (1/4 − κ/z)z exp(−z/2)I leaves

zI″ + (2 − z)I′ − (1 − κ)I = 0.

This is solved by

I = ∫₀^∞ exp(−zu) g(u) du, g = u^(−κ)(1 + u)^κ,

with u running along a ray on which zu is positive. To verify it, replace I′ by a factor −u and I″ by u² under the integral:

∫ exp(−zu)[z(u² + u) − 2u − 1 + κ]g du.

Since z exp(−zu) = −d[exp(−zu)]/du, integrate the first term by parts. The boundary terms vanish, because (u² + u)g → 0 at u = 0 and the exponential decays at the far end. The derivative of u² + u cancels 2u + 1, leaving

∫ exp(−zu)[(u² + u)g′ + κg] du.

But g′/g = −κ/u + κ/(1 + u) = −κ/[u(1 + u)], so the bracket is zero.

For large |z|, small u dominates and I ≈ Γ(1 − κ)z^(κ−1). Therefore

E ≈ exp(−z/2)z^κ = exp(is)z^κ as s → +∞.

This is a purely transmitted wave; z^κ adds a constant modulus and a slowly varying phase.

**Continuation past the resonance**

For s > 0, arg z = −π/2 and the u ray has argument π/2. As s passes below zero to the negative axis, arg z falls to −3π/2, and the ray must turn to argument 3π/2. On the way it sweeps over the branch point u = −1. The deformed contour equals two pieces: a direct ray from 0 to −i∞, and a loop that comes up from −i∞ on the right of −1, passes over it and returns on the left.

The direct ray gives the same leading form as before, with the new argument of z:

E_inc = exp(−z/2)z^κ = exp(is)z^κ.

On the loop set u = −1 + v. Then exp(−zu) = exp(z)exp(−zv), and near the branch point u^(−κ) ≈ exp(−iπκ). On the left leg v has argument 3π/2 and zv is positive, so that leg gives

∫ exp(−zv)v^κ dv = Γ(1 + κ)z^(−κ−1).

On the right leg arg v is smaller by 2π, which multiplies v^κ by exp(−2πiκ), and the leg is traversed in the opposite direction. The sum carries the factor 1 − exp(−2πiκ) = 1 − exp(πη). With exp(−iπκ) = exp(πη/2) and the prefactor z exp(−z/2)/Γ(1 − κ),

E_ref = exp(z/2)z^(−κ)[1 − exp(πη)] exp(πη/2) Γ(1 + κ)/Γ(1 − κ).

Here exp(z/2) = exp(−is), a wave travelling back towards s = −∞.

Now take moduli. Because κ is imaginary, |z^κ| = exp[−(η/2)arg z]. The two Gamma functions are complex conjugates, so their ratio has modulus 1. Hence

|transmitted| = exp(πη/4),
|incident| = exp(3πη/4),
|reflected| = exp(−πη/4)[exp(πη) − 1].

Dividing by the incident amplitude and squaring,

T = exp(−πη),
R = [1 − exp(−πη)]²,
A = 1 − R − T = exp(−πη)[1 − exp(−πη)].

The connection formula was tested with its phases at η = 0.4. The integral was evaluated at s = 1, and the differential equation was then integrated around the lower semicircle and out to s = −60. The result differed from the sum of incident and reflected forms, each with its first 1/z correction, by 6×10⁻⁵. The incident amplitude there is exp(0.3π) ≈ 2.6.

**Absorption from the field at resonance**

The flux drop gives A without using the reflected wave. As z → 0, large u dominates I, where g → 1, so I ≈ 1/z and E(0) = 1/Γ(1 − κ). The identity |Γ(1 − iy)|² = πy/sinh(πy), with y = η/2, gives

|E(0)|² = sinh(πη/2)/(πη/2).

Dividing the flux drop by the incident power,

A = πη|E(0)|² exp(−3πη/2)
= 2 sinh(πη/2) exp(−3πη/2)
= exp(−πη) − exp(−2πη).

This agrees with the result from R and T and places the loss at the resonance. Direct integration with δ = 10⁻⁵ was tested at η = 0.08, ln2/π and 0.6. The largest absolute error in R, T or A was 3×10⁻⁵, and the power lost within |s| < 0.05 matched A to within 1 percent.

**The quarter, and two limits**

Write y = T, with 0 < y < 1. Then

A = y(1 − y) = 1/4 − (y − 1/2)² ≤ 1/4.

Equality holds at y = 1/2, that is at η = ln2/π = 0.2206, where R = 1/4 and T = 1/2. A numerical search over η found its maximum at η = 0.2207 with A = 0.2500.

For small η, expansion gives A ≈ πη − (3/2)(πη)², which recovers the thin-plasma law and shows its first failure. For large η, A ≈ exp(−πη) and R → 1. The exponent can be checked from the barrier. Between cutoff and resonance the decay rate is √(η/|s| − 1). With |s| = η sin²θ, its integral is

η ∫ 2cos²θ dθ = πη/2, θ from 0 to π/2.

Power decays with twice this exponent, giving exp(−πη). In this limit absorption is small because little power reaches the resonance.

**Launch from the high-field side**

Now the outgoing wave is exp(−is) at s → −∞. Use z₁ = 2is and κ₁ = −κ, which leave the equation in z unchanged in form. On the path below s = 0, arg z₁ runs from π/2 at s > 0 to −π/2 at s < 0. The u ray turns through the positive real axis and never meets u = −1. No second wave appears, so R = 0. The amplitudes are exp(πη/4) on the incident side and exp(−πη/4) on the far side, hence

T = exp(−πη), A = 1 − exp(−πη).

For small η this is πη − (πη)²/2. It exceeds the low-field value by (πη)², which is the power the low-field launch loses to reflection. The quarter belongs to the side of launch, not to cyclotron absorption as such.

**Finite collisions**

If F(s) solves the problem for δ → 0, then F(s − iδ) solves it for finite δ. The shift multiplies exp(is) by exp(δ) on both sides of the resonance and exp(−is) by exp(−δ). So T is unchanged, while the reflected-to-incident amplitude ratio gains exp(−2δ):

R = exp(−4δ)[1 − exp(−πη)]².

This is the factor found in the thin-plasma case. With w = 1 − T,

A = w − exp(−4δ)w².

The maximum is at w = exp(4δ)/2, provided this is below 1, and the ceiling is

A_max = exp(4δ)/4 for 4δ < ln2.

For larger δ, A rises with w throughout and approaches 1 − exp(−4δ) as η → ∞. The quarter is therefore a weak-collision limit. At δ = 0.1 the formula gives 0.3730 and the numerical search 0.3724. The integration stopped at |s| = 100; the omitted collisional tails absorb a fraction of about ηδ/100 ≈ 4×10⁻⁴ on each side, enough to account for the difference.

**A microwave source in numbers**

Take 2.45 GHz, L = 20 cm, 1 mTorr of gas at 300 K, and 5 eV electrons. These are rough typical values for an electron-cyclotron-resonance processing source. The resonant field is 87.5 mT, k₀ = 0.5135 cm⁻¹ and k₀L = 10.27. The critical density, at which ωp = ω, is n_c = 7.446×10¹⁰ cm⁻³. Since ωp²/ω² = n_e/n_c, absorption is greatest at

n_e = n_c(ln2/π)/(k₀L)
= 7.446×10¹⁰ × 0.2206/10.27
= 1.60×10⁹ cm⁻³.

The cutoff lies a distance L n_e/n_c = 20 cm × 0.0215 = 0.43 cm, or 4.3 mm, before the resonance.

With frequency and L held fixed, the absorbed fractions in the weak-collision limit are:

- 5.0×10⁸ cm⁻³: 0.157 from the low side, 0.195 from the high side
- 1.6×10⁹ cm⁻³: 0.250 and 0.500
- 5.0×10⁹ cm⁻³: 0.101 and 0.885
- 1.0×10¹⁰ cm⁻³: 0.013 and 0.987

At the lowest density, launch from the high side raises the absorbed fraction by only about a quarter of its low-side value. At the highest, 97 percent of a low-side wave is reflected.

**What the model leaves out**

Each effect below was sized separately at 1.6×10⁹ cm⁻³, where the ideal value is A = 0.250.

- Collisions: a rough rate coefficient of 10⁻⁷ cm³/s gives ν = 3.2×10⁶ s⁻¹, δ = 0.002 and A = 0.252.
- Thermal motion: the resonance was averaged over Maxwellian Doppler shifts, using the vacuum wavenumber. The Doppler width in s is 0.045 and this local average gives A = 0.251. It omits the motion of electrons through the field gradient, which spreads the resonance over about √(k₀L v/c) ≈ 0.2 in s, with v = √(2T_e/m) and T_e the electron temperature in energy units. Although that is comparable with the distance η = 0.22 to the cutoff, its effect is small. For electrons moving in straight lines through the linear field, the coupling between wavenumbers k and k′ (in units of k₀) is multiplied by exp[−W²(k² − k′²)²/16], with W = 0.045 the Doppler width. This factor equals 1 for k′ = ±k and gives A = 0.2500. The local average uses exp[−W²(k − k′)²/4] instead, which damps the reflected amplitude by about exp(−W²), so its change of 0.001 overstates the thermal effect. The mirror force is left out of both estimates.
- Field curvature: replacing the linear field by Ω = ω exp(x/L) leaves A = 0.250. Small changes hardly show here because A is at its maximum; at 5.0×10⁹ cm⁻³ the same replacement gives 0.098 instead of 0.101.
- Plasma edges: ending the plasma abruptly 10 cm on either side of the resonance gives A = 0.246. Waves reflected at the edges interfere with the main wave, so the shift changes sign with plasma length: for half-lengths from 6 to 16 cm, A lies between about 0.24 and 0.26. Abrupt edges can therefore lift A slightly above 1/4.
- Transverse confinement: in a guide of radius 12.5 cm, a scalar estimate for the lowest mode raises η to 0.230 and leaves A = 0.250 to three digits.

Linear response is a stronger restriction. Electrons cross the resonance from both sides at a total rate n_e v̄/2 per unit area, where v̄ is their mean thermal speed. If S is the incident intensity, the mean energy gained per crossing is AS/(n_e v̄/2). It equals the 5 eV electron temperature at S = 0.38 W/cm². Near or above that intensity even a single crossing can alter the electron distribution, and the ceiling is not established. Electrons held in a plasma 20 cm long cross the resonance about 4×10⁶ times a second. Their gains can add up between energy losses, so the limit of linear response can lie well below 0.38 W/cm².

**Beside a real source**

Processing sources of this kind work at 2.45 GHz and pressures near 1 mTorr, with densities of roughly 10¹¹ cm⁻³. The density of greatest low-side absorption is about 60 times lower, so it belongs to the build-up of the discharge rather than to its working state. At 10¹¹ cm⁻³ the density is 1.34 n_c. Then n² = 1 − (n_e/n_c)/(1 − Ω/ω) is negative wherever 0 ≤ Ω < ω, and a right-hand wave is evanescent on the whole low-field side. The linear-field formula no longer applies there, since it would put the cutoff beyond the point of zero field. Several hundred watts, a rough typical power, spread over a 12.5 cm radius is of order 1 W/cm², above the linear-response estimate at the optimum density. Real chambers also return waves from their walls, which breaks the single-pass assumption; neither of these last two effects on A has been calculated here. For an underdense plasma with πη well above 1, and under the stated conditions, the model favours launch from the high-field side.

The incident power throughout is that of the right-hand component. A linearly polarized wave carries half its power in that component. If the left-hand half is not absorbed, the weak-collision ceiling is 1/8 of the total power.

Calculated quantities

```
TESTS
largest error in R, T, A (3 cases): 2.9e-05
continued wave, eta = 0.4: error 6.2e-05
numerical peak: eta = 0.2207, A = 0.2500
derived peak eta = ln2/pi: 0.2206
delta = 0.1: numerical peak A = 0.3724
delta = 0.1: derived ceiling = 0.3730
EXAMPLE INPUTS (rough typical values)
frequency: 2.45 GHz
field gradient length L: 20 cm
gas pressure: 1.0 mTorr
gas temperature: 300 K
electron temperature: 5.0 eV
collision rate coefficient: 1e-07 cm3/s
EXAMPLE RESULTS
resonant field: 87.5 mT
vacuum wavenumber k0: 0.5135 1/cm
k0 L: 10.27
critical density: 7.446e+10 cm^-3
density of greatest absorption: 1.600e+09 cm^-3
cutoff-resonance gap there: 0.04 mm
density cm^-3, eta, R, T, A low side, A high side
5.00e+08 0.0690 0.0379 0.8052 0.1568 0.1948
1.60e+09 0.2206 0.2500 0.5000 0.2500 0.5000
5.00e+09 0.6896 0.7840 0.1146 0.1014 0.8854
1.00e+10 1.3793 0.9739 0.0131 0.0130 0.9869
1e11 cm^-3 over critical density: 1.34
NEGLECTED EFFECTS at greatest absorption (A = 0.25)
collision rate: 3.22e+06 1/s
collision parameter delta: 0.00215
A with collisions: 0.2521
ceiling with collisions: 0.2522
Doppler width in k0 x: 0.0454
A with Doppler width (local estimate): 0.2510
A with exponential field: 0.2500
plasma half-length for edge test: 10 cm
A with abrupt plasma edges: 0.2464
guide radius: 12.5 cm
guide (k_perp/k0)^2: 0.0823
eta in guide: 0.2303
A in guide (scalar estimate): 0.2498
intensity for gain = Te per crossing: 0.384 W/cm2
```
